# Origin Behaviour of Dirac Radial Functions for a Finite Nucleus: a program that tests the result

```python
# Radial Dirac equation, atomic units, E without rest energy, w = (E-V)/c, k = |kappa|:
#   P' = -kappa P/r + (w+2c) Q,   Q' = kappa Q/r - w P.
# Result under test: for V = V0 + V2 r^2 + V3 r^3 + ... (finite nucleus) the regular
# solution has P ~ r^(l+1), Q ~ r^(lbar+1), l = l(kappa), lbar = l(-kappa); for even V
# each series advances in steps of r^2. With P, Q = r^k sum (p_n, q_n) r^n,
# w0 = (E-V0)/c, w2 = -V2/c, K^2 = w0 (w0+2c), the ratios to the leading coefficient are
#   kappa<0: c1 = q1/p0 = -w0/(2k+1), c2 = p2/p0, c3 = q3/p0 = -(w0 c2 + w2)/(2k+3)
#   kappa>0: c1 = p1/q0 = (w0+2c)/(2k+1), c2 = q2/q0, c3 = p3/q0 = ((w0+2c)c2+w2)/(2k+3)
#   c2 = -K^2/(2(2k+1));  V3 breaks parity first by c4 = -sign(kappa) V3/(c(2k+4)).
# Independent road: integrate the ODE from arbitrary data at tiny r, then round a circle
# in complex r; an FFT gives the Taylor coefficients with no power law assumed.
import numpy as np
from math import pi, sqrt, log, exp, factorial
from scipy.constants import physical_constants as pc, alpha
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import erf, spherical_jn

c = 1/alpha
EH = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0]*1e10
L0 = 1e-5/A0                       # quadrature length unit (1e-5 angstrom) in bohr
Z, rms_s, skin_s = 80, 5.5, 0.5
rms = rms_s*L0
R = sqrt(5/3)*rms
xi = 1.5/rms**2
close = lambda a, b, tol: abs(a - b) <= tol*abs(b)
ell = lambda kap: round((-1 + sqrt(1 + 4*kap*(kap + 1)))/2)
qd = lambda f, a, b: quad(f, a, b, epsabs=0, epsrel=1e-12, limit=400)[0]
V_uni = lambda r: Z*(r*r/R**2 - 3)/(2*R) if abs(r) <= R else -Z/r
V_gau = lambda r: -Z*erf(sqrt(xi)*r)/r
V_pnt = lambda r: -Z/r
uni = (-1.5*Z/R, 0.5*Z/R**3)
gau = (-2*Z*sqrt(xi/pi), 2*Z*xi**1.5/(3*sqrt(pi)))
gx, gw = np.polynomial.legendre.leggauss(24)
gu, gw = (gx + 1)/2, gw/2

def fermi(cs, a_s):
    f = lambda s: 1/(1 + np.exp((s - cs)/a_s))
    n0 = Z/(4*pi*qd(lambda s: f(s)*s*s, 0, 60))
    V0 = -4*pi*n0*qd(lambda s: f(s)*s, 0, 60)/L0
    V = lambda r: V0 + 4*pi*n0*(r/L0)**2*np.sum(gw*gu*(1 - gu)*f(gu*r/L0))/L0
    e = exp(-cs/a_s)
    V3 = -pi/3*n0*e/(a_s*(1 + e)**2)/L0**4
    return V, V0, 2*pi/3*n0*f(0.0)/L0**3, V3, (lambda s: n0*f(s))

def V_def(rho, s, smax):           # Coulomb integral of the charge density
    return -4*pi*(qd(lambda t: rho(t)*t*t, 0, s)/s + qd(lambda t: rho(t)*t, s, smax))/L0

def leg(kap, E, V, y, ra, rb, rtol=1e-13):
    def f(t, y):
        r = exp(t); w = (E - V(r))/c; P, Q = y[0], y[1]
        d = [-kap*P + r*(w + 2*c)*Q, kap*Q - r*w*P]
        if len(y) > 2:
            d += [r*(P*P + Q*Q), r*w*P*P, r*(w + 2*c)*Q*Q]
        return d
    s = solve_ivp(f, [log(ra), log(rb)], y, method='DOP853', rtol=rtol, atol=1e-100, first_step=1e-3)
    assert s.success
    return s.y[:, -1]

def cauchy(kap, E, V, r1, y=None, N=128):   # returns coefficients of (r/r1)^n and monodromy
    if y is None:
        y = leg(kap, E, V, [1.0, 1.0], 1e-10*r1, r1)
    sc = np.max(np.abs(y)); y0 = np.array(y, complex)/sc
    def f(th, y):
        r = r1*np.exp(1j*th); w = (E - V(r))/c
        return [1j*(-kap*y[0] + r*(w + 2*c)*y[1]), 1j*(kap*y[1] - r*w*y[0])]
    th = np.linspace(0, 2*pi, N + 1)
    s = solve_ivp(f, [0, th[-1]], y0, method='DOP853', t_eval=th, rtol=1e-13, atol=1e-15, max_step=th[1])
    mono = np.vdot(y0, s.y[:, -1])/np.vdot(y0, y0)
    return np.fft.fft(s.y[0, :N])/N*sc, np.fft.fft(s.y[1, :N])/N*sc, mono

def ratios(kap, cP, cQ, r1):
    k = abs(kap); lead, oth = (cP, cQ) if kap < 0 else (cQ, cP)
    return [((oth if n % 2 or n == 4 else lead)[k + n]/lead[k]).real/r1**n for n in (1, 2, 3, 4)]

def closed(kap, E, V0, V2):
    k = abs(kap); w0 = (E - V0)/c; w2 = -V2/c
    c2 = -w0*(w0 + 2*c)/(2*(2*k + 1))
    if kap < 0:
        return -w0/(2*k + 1), c2, -(w0*c2 + w2)/(2*k + 3)
    return (w0 + 2*c)/(2*k + 1), c2, ((w0 + 2*c)*c2 + w2)/(2*k + 3)

def series_QP(kap, E, Vs, L, nmax):          # Q/P at r = L; Vs[m] = V_m L^m
    k = abs(kap); w = [((E if m == 0 else 0) - v)*L/c for m, v in enumerate(Vs)]
    p, q = [float(kap < 0)], [float(kap > 0)]
    for n in range(1, nmax + 1):
        ms = range(min(n, len(w)))
        p.append((2*c*L*q[n-1] + sum(w[m]*q[n-1-m] for m in ms))/(n + k + kap))
        q.append(-sum(w[m]*p[n-1-m] for m in ms)/(n + k - kap))
    return sum(q)/sum(p)

lowest = lambda a, ref: next(n for n in range(len(a)//2) if abs(a[n]) > 1e-9*ref)

# potentials against the Coulomb integral, and their Taylor coefficients
def rms_fermi(cs):
    rho = fermi(cs, skin_s)[4]
    return sqrt(4*pi*qd(lambda s: rho(s)*s**4, 0, 60)/Z)
cF = brentq(lambda x: rms_fermi(x) - rms_s, 5, 8, xtol=1e-12)
fer, fat = fermi(cF, skin_s), fermi(4.0, 1.5)
Rs, xs = R/L0, xi*L0**2
assert close(V_uni(3*L0), V_def(lambda s: 3*Z/(4*pi*Rs**3), 3.0, Rs), 1e-10)
assert close(V_gau(3*L0), V_def(lambda s: Z*(xs/pi)**1.5*exp(-xs*s*s), 3.0, 40), 1e-10)
for m in (fer, fat):
    assert close(m[0](3*L0), V_def(m[4], 3.0, 60), 1e-10)
circ = 3*L0*np.exp(2j*pi*np.arange(64)/64)
for V, V0, V2, V3 in ((V_gau, *gau, 0.0), fer[:4], fat[:4]):
    a = np.fft.fft([V(r) for r in circ])/64
    assert close(a[0].real, V0, 1e-11) and close(a[2].real, V2*(3*L0)**2, 1e-10)
    assert abs(a[1]) < 1e-12*abs(V0) and abs(a[3] - V3*(3*L0)**3) < 1e-12*abs(V0)

# powers, parity and coefficients for even potentials
Et, r1 = -3000.0, R/2
for V, pars in ((V_uni, uni), (V_gau, gau)):
    for kap in (-1, 1, -2, 2, -3, 3):
        cP, cQ, mono = cauchy(kap, Et, V, r1)
        ref = max(np.abs(cP).max(), np.abs(cQ).max())
        assert abs(mono - 1) < 1e-10
        for a, l in ((cP, ell(kap)), (cQ, ell(-kap))):
            assert lowest(a, ref) == l + 1
            assert np.abs(a[l % 2::2]).max() < 1e-10*ref and np.abs(a[64:]).max() < 1e-10*ref
        for x, y in zip(ratios(kap, cP, cQ, r1), closed(kap, Et, *pars)):
            assert close(x, y, 1e-8)
# exceptional case E = V0 (energy zero moved to V0)
for kap in (-1, -2):
    cP, cQ, _ = cauchy(kap, 0.0, lambda r: uni[1]*r*r, r1)
    assert lowest(cQ, np.abs(cP).max()) == -kap + 3
    assert close(ratios(kap, cP, cQ, r1)[2], uni[1]/(c*(3 - 2*kap)), 1e-8)
# Fermi parity breaking; looser tolerance where c4 r1^4 is only about 1e-7
c4 = {}
for tag, m, rr, tol in (('fat', fat, 3*L0, 1e-6), ('ex', fer, 4.5*L0, 2e-4)):
    for kap, E in ((-1, Et), (1, -900.0)):
        cP, cQ, _ = cauchy(kap, E, m[0], rr)
        lead, oth = (cP, cQ) if kap < 0 else (cQ, cP)
        assert max(abs(oth[1]), abs(oth[3]), abs(lead[2]), abs(lead[4])) < 1e-11*abs(lead[1])
        c4[tag, kap] = (ratios(kap, cP, cQ, rr)[3], -np.sign(kap)*m[3]/(6*c))
        assert close(*c4[tag, kap], tol)
# point nucleus: non-integer power
gam = sqrt(1 - (Z/c)**2)
assert abs(cauchy(-1, Et, V_pnt, r1)[2] - np.exp(2j*pi*gam)) < 1e-9
# constant Wronskian, and r^(-k) growth of a second solution
for kap in (-1, 1, -2, 2):
    u, v = leg(kap, Et, V_gau, [1.0, 0.0], r1, r1/10), leg(kap, Et, V_gau, [0.0, 1.0], r1, r1/10)
    assert abs(u[0]*v[1] - u[1]*v[0] - 1) < 1e-9
    u = leg(kap, Et, V_gau, [1.0, 1.0], r1, 1e-5*R); v = leg(kap, Et, V_gau, u, 1e-5*R, 1e-6*R)
    assert abs(np.log10(np.hypot(*v)/np.hypot(*u)) - abs(kap)) < 1e-8
# full recurrence: Bessel solution for constant V, and Gaussian series at r = rms
w0 = (Et - uni[0])/c; K = sqrt(w0*(w0 + 2*c))
Vg = [0.0 if m % 2 else gau[0]*(-1.5)**(m//2)/(factorial(m//2)*(m + 1)) for m in range(90)]
for kap in (-1, 1, -2, 2):
    ex = np.sign(kap)*sqrt(w0/(w0 + 2*c))*spherical_jn(ell(-kap), 2*K*R)/spherical_jn(ell(kap), 2*K*R)
    assert close(series_QP(kap, Et, [uni[0]], 2*R, 40), ex, 1e-11)
    y = leg(kap, Et, V_gau, [1.0, 1.0], 1e-10*rms, rms)
    assert close(series_QP(kap, Et, Vg, rms, 90), y[1]/y[0], 1e-9)

# bound states by shooting
def shoot(kap, E, V, full=False):
    lam = sqrt(-E*(E + 2*c*c))/c; ext = [0.0]*3 if full else []; tol = 1e-12 if full else 1e-11
    a = leg(kap, E, V, [1.0, 1.0] + ext, 1e-9*R, R/2, tol)
    b = leg(kap, E, V, a, R/2, R, tol)
    o = leg(kap, E, V, b, R, 1/lam, tol)
    i = leg(kap, E, V, [1.0, -lam*c/(E + 2*c*c)] + ext, 40/lam, 1/lam, tol)
    if not full:
        return (o[0]*i[1] - o[1]*i[0])/(np.hypot(*o)*np.hypot(*i))
    tot = o[2:] - (o[0]/i[0])**2*i[2:]
    return a[:2]/sqrt(tot[0]), b[1]/b[0], tot[1]/tot[2]

def E_point(n, kap):
    return c*c*((1 + (Z/c/(n - abs(kap) + sqrt(kap*kap - (Z/c)**2)))**2)**-0.5 - 1)

print(f"Z = {Z}, c = {c:.6f} a.u., 2c^2 = {2*c*c*EH:.2f} eV, point gamma(k=1) = {gam:.6f}")
print(f"rms radius = {rms*A0:.4e} A, sphere R = {R*A0:.6e} A")
print(f"Gaussian xi = {xi/A0**2:.6e} A^-2")
print(f"Fermi c_F = {cF*1e-5:.6e} A, a = {skin_s*1e-5:.2e} A, exp(-c_F/a) = {exp(-cF/skin_s):.4e}")
for nm, p in (('sphere', uni), ('Gaussian', gau), ('Fermi', fer[1:3])):
    print(f"{nm}: V0 = {p[0]*EH:.6e} eV, V2 = {p[1]*EH/A0**2:.6e} eV/A^2")
print(f"Fermi: V3 = {fer[3]*EH/A0**3:.6e} eV/A^3")
states = (('1s1/2 sphere', 1, -1, V_uni, uni), ('2p1/2 sphere', 2, 1, V_uni, uni),
          ('2p3/2 sphere', 2, -2, V_uni, uni), ('1s1/2 Gaussian', 1, -1, V_gau, gau))
for nm, n, kap, V, pars in states:
    k = abs(kap); Ep = E_point(n, kap)
    E = brentq(lambda x: shoot(kap, x, V), 1.01*Ep, 0.99*Ep, xtol=1e-7)
    y, qpR, bal = shoot(kap, E, V, True)
    assert abs(bal - 1) < 1e-7 and E > pars[0] and E > -2*c*c
    if k == 2:
        assert close(E, Ep, 1e-8)      # size shift is negligible here: validates the solver
    else:
        assert E > Ep
    cP, cQ, _ = cauchy(kap, E, V, r1, y)
    num, frm = ratios(kap, cP, cQ, r1), closed(kap, E, *pars)
    assert all(close(a, b, 1e-8) for a, b in zip(num, frm))
    amp = abs((cP if kap < 0 else cQ)[k].real)/r1**k/A0**(k + 0.5)
    w0 = (E - pars[0])/c
    print(f"{nm}: kappa = {kap}, l = {ell(kap)}, lbar = {ell(-kap)}, E = {E*EH:.3f} eV, point E = {Ep*EH:.3f} eV")
    print(f"  E-V0 = {(E - pars[0])*EH:.6e} eV, K = {sqrt(w0*(w0 + 2*c))/A0:.6e} A^-1")
    print(f"  c1 formula = {frm[0]/A0:.7e} A^-1 ({frm[0]:.6e} bohr^-1), ODE = {num[0]/A0:.7e} A^-1")
    print(f"  c2 formula = {frm[1]/A0**2:.7e} A^-2, ODE = {num[1]/A0**2:.7e} A^-2")
    print(f"  c3 formula = {frm[2]/A0**3:.7e} A^-3, ODE = {num[2]/A0**3:.7e} A^-3")
    print(f"  normalized leading amplitude = {amp:.6e} A^-{k + 0.5}")
    if k == 1:
        print(f"  density at origin = {amp**2/(4*pi):.6e} A^-3")
    if kap > 0:
        print(f"  kinetic-balance c1 = {2*c/(2*k + 1)/A0:.6e} A^-1, factor 1+(E-V0)/2c^2 = {1 + w0/(2*c):.5f}")
    if V is V_uni:
        Vs = [uni[0], 0.0, uni[1]*R*R]
        assert close(series_QP(kap, E, Vs, R, 60), qpR, 1e-9)
        s1, s3, s60 = (series_QP(kap, E, Vs, R, m) for m in (1, 3, 60))
        print(f"  Q/P at R: n<=1 {s1:.6f}, n<=3 {s3:.6f}, n<=60 {s60:.8f}, ODE {qpR:.8f}")
    if nm == '1s1/2 sphere':           # the integral identity must fail off the eigenvalue
        assert abs(shoot(kap, 1.001*E, V, True)[2] - 1) > 1e-4
for kap in (-1, 1):
    a, b = c4['ex', kap]
    print(f"Fermi kappa = {kap}: c4 formula = {b/A0**4:.4e} A^-4, ODE = {a/A0**4:.4e} A^-4")
b = c4['ex', -1][1]
print(f"Fermi kappa = -1: c4 R^4 = {b*R**4:.3e}, c1 R at E = point 1s = {closed(-1, E_point(1, -1), *fer[1:3])[0]*R:.5f}")
print("done: every assertion held")
```

Running it gives:

```
Z = 80, c = 137.035999 a.u., 2c^2 = 1021997.90 eV, point gamma(k=1) = 0.811906
rms radius = 5.5000e-05 A, sphere R = 7.100469e-05 A
Gaussian xi = 4.958678e+08 A^-2
Fermi c_F = 6.682769e-05 A, a = 5.00e-06 A, exp(-c_F/a) = 1.5683e-06
sphere: V0 = -2.433582e+07 eV, V2 = 1.608980e+15 eV/A^2
Gaussian: V0 = -2.894542e+07 eV, V2 = 4.784366e+15 eV/A^2
Fermi: V0 = -2.495439e+07 eV, V2 = 1.828886e+15 eV/A^2
Fermi: V3 = -2.868183e+14 eV/A^3
1s1/2 sphere: kappa = -1, l = 0, lbar = 1, E = -96060.541 eV, point E = -96115.843 eV
  E-V0 = 2.423976e+07 eV, K = 1.254034e+04 A^-1
  c1 formula = -4.0946858e+03 A^-1 (-2.166814e+03 bohr^-1), ODE = -4.0946858e+03 A^-1
  c2 formula = -2.6210039e+07 A^-2, ODE = -2.6210039e+07 A^-2
  c3 formula = 2.2747065e+11 A^-3, ODE = 2.2747065e+11 A^-3
  normalized leading amplitude = 9.050273e+03 A^-1.5
  density at origin = 6.517987e+06 A^-3
  Q/P at R: n<=1 -0.290742, n<=3 -0.241182, n<=60 -0.24167221, ODE -0.24167221
2p1/2 sphere: kappa = 1, l = 1, lbar = 0, E = -24621.403 eV, point E = -24622.163 eV
  E-V0 = 2.431120e+07 eV, K = 1.257656e+04 A^-1
  c1 formula = 4.2793939e+03 A^-1 (2.264558e+03 bohr^-1), ODE = 4.2793939e+03 A^-1
  c2 formula = -2.6361624e+07 A^-2, ODE = -2.6361624e+07 A^-2
  c3 formula = -2.3076459e+11 A^-3, ODE = -2.3076459e+11 A^-3
  normalized leading amplitude = 1.063140e+03 A^-1.5
  density at origin = 8.994370e+04 A^-3
  kinetic-balance c1 = 1.726403e+02 A^-1, factor 1+(E-V0)/2c^2 = 24.78791
  Q/P at R: n<=1 3.291021, n<=3 3.919111, n<=60 3.91714977, ODE 3.91714977
2p3/2 sphere: kappa = -2, l = 1, lbar = 2, E = -22253.676 eV, point E = -22253.676 eV
  E-V0 = 2.431357e+07 eV, K = 1.257776e+04 A^-1
  c1 formula = -2.4642921e+03 A^-1 (-1.304047e+03 bohr^-1), ODE = -2.4642921e+03 A^-1
  c2 formula = -1.5819993e+07 A^-2, ODE = -1.5819993e+07 A^-2
  c3 formula = 1.4433044e+11 A^-3, ODE = 1.4433044e+11 A^-3
  normalized leading amplitude = 1.009978e+05 A^-2.5
  Q/P at R: n<=1 -0.174976, n<=3 -0.133996, n<=60 -0.13533652, ODE -0.13533652
1s1/2 Gaussian: kappa = -1, l = 0, lbar = 1, E = -96061.081 eV, point E = -96115.843 eV
  E-V0 = 2.884935e+07 eV, K = 1.487678e+04 A^-1
  c1 formula = -4.8733586e+03 A^-1 (-2.578870e+03 bohr^-1), ODE = -4.8733586e+03 A^-1
  c2 formula = -3.6886444e+07 A^-2, ODE = -3.6886444e+07 A^-2
  c3 formula = 5.9277411e+11 A^-3, ODE = 5.9277411e+11 A^-3
  normalized leading amplitude = 9.172161e+03 A^-1.5
  density at origin = 6.694737e+06 A^-3
Fermi kappa = -1: c4 formula = -2.4225e+10 A^-4, ODE = -2.4225e+10 A^-4
Fermi kappa = 1: c4 formula = 2.4225e+10 A^-4, ODE = 2.4225e+10 A^-4
Fermi kappa = -1: c4 R^4 = -6.158e-07, c1 R at E = point 1s = -0.29816
done: every assertion held
```
